**Self-scattering: exact flight law and wasted events**

The program tests that exponential flights of constant rate Γ, accepted as real with probability λ/Γ, reproduce the survival law exp(−∫λ dt) when Γ is at least the real rate λ everywhere. It asserts this for one flight through a phonon-emission threshold, using explicit convolutions and sampled flights, and also samples a scheme with ten energy zones. A deliberately low Γ is asserted to fail and to give the rate min(λ, Γ) instead. A deterministic steady-state calculation predicts the self-scatterings and zone-edge crossings per real collision, and Monte Carlo counts are asserted to agree with the predicted values, within 1.5% for self-scatterings and 2% for the ten-zone crossings. The output shows 2.69 wasted events per real collision for constant Γ and 0.76 for ten zones, the best of one to twelve equal zones when all events cost the same. The narrow-zone laws for both kinds of waste, tested with 1000 zones, are also asserted. For cheap crossings, the smallest waste in a scan from half to twice the predicted zone number is asserted to lie inside the scan and within 10% of the predicted minimum. In the single-flight run the mean self-scattering count is 3.3 standard errors above its prediction, inside the asserted limit of five.

## Check in Python

```python
"""Self-scattering with a constant total rate: exactness and wasted events.

Result under test: if Gamma >= lambda on every reachable state, exponential
flights of rate Gamma, accepted as real with probability lambda/Gamma, give
the survival law S(t) = exp(-integral of lambda along the path).
Self-scatterings per real collision are <Gamma>/<lambda> - 1 (time averages).
With energy zones, Gamma depends on the zone and edge crossings are extra.

Symbols: x = energy / phonon energy; u = momentum / sqrt(2 m phonon energy),
so x = perp2 + uz**2, and the field gives duz/dt = g. Times are in ps,
rates in 1/ps. All scattering is isotropic. Rates are constant above x = cap.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.special import factorial

mass_ratio, field, temperature = 0.25, 1.0e6, 300.0
phonon_eV, cap_eV = 0.05, 0.5
a_rate, b_rate = 2.0, 4.0
mass = mass_ratio * const.m_e
phonon_J = phonon_eV * const.e
g = const.e * field / np.sqrt(2 * mass * phonon_J) * 1e-12
speed_unit = np.sqrt(2 * phonon_J / mass)
occupation = 1 / np.expm1(phonon_J / (const.k * temperature))
cap = cap_eV / phonon_eV


def channel_rates(x):
    """Acoustic, phonon absorption and phonon emission rates."""
    y = np.minimum(x, cap)
    return (a_rate * np.sqrt(y),
            b_rate * occupation * np.sqrt(y + 1),
            b_rate * (occupation + 1) * np.sqrt(np.maximum(y - 1, 0)))


def total_rate(x):
    return sum(channel_rates(x))


def make_zones(count):
    """Equal zones up to cap; the last one extends to infinity."""
    width = cap / count
    low = width * np.arange(count)
    top = width * np.arange(1, count + 1)
    ceiling = total_rate(top)
    high = top.copy()
    high[-1] = np.inf
    return low, high, ceiling, width


def zone_index(x, zones):
    return np.minimum(x / zones[3], len(zones[0]) - 1).astype(int)


def next_event(perp2, uz, zone, zones, rng):
    """Advance to a zone edge, a self-scattering or a real collision."""
    low, high, ceiling, _ = zones
    tau = rng.exponential(size=uz.size) / ceiling[zone]
    falls = (uz < 0) & (perp2 < low[zone])
    t_up = (np.sqrt(np.maximum(high[zone] - perp2, 0)) - uz) / g
    t_down = (-np.sqrt(np.maximum(low[zone] - perp2, 0)) - uz) / g
    t_edge = np.maximum(np.where(falls, t_down, t_up), 0)
    crossed = t_edge < tau
    step = np.minimum(tau, t_edge)
    uz_new = uz + g * step
    accept = rng.random(uz.size) * ceiling[zone] < total_rate(perp2 + uz_new**2)
    zone_new = zone + np.where(crossed, np.where(falls, -1, 1), 0)
    return step, uz_new, zone_new, crossed, accept & ~crossed


rng = np.random.default_rng(20240)

# ---------- one flight from a fixed state ----------
x_start, cos_start = 2.0, -0.8
uz_start = np.sqrt(x_start) * cos_start
perp2_start = x_start * (1 - cos_start**2)
time = np.linspace(0, 4, 40001)
path_rate = total_rate(perp2_start + (uz_start + g * time)**2)
survival = np.exp(-cumulative_trapezoid(path_rate, time, initial=0))
mean_flight = np.trapezoid(survival, time) if hasattr(np, "trapezoid") \
    else np.trapz(survival, time)


def first_flights(zones, number):
    """Run the algorithm until each sample has its first real collision."""
    elapsed, selfs = np.zeros(number), np.zeros(number)
    alive = np.arange(number)
    perp2 = np.full(number, perp2_start)
    uz = np.full(number, uz_start)
    zone = zone_index(perp2 + uz**2, zones)
    while alive.size:
        step, uz, zone, crossed, real = next_event(perp2, uz, zone, zones, rng)
        elapsed[alive] += step
        selfs[alive] += ~crossed & ~real
        keep = ~real
        alive, perp2, uz, zone = alive[keep], perp2[keep], uz[keep], zone[keep]
    return elapsed, selfs


def cdf_distance(samples, surv):
    """Largest distance between the sampled and the given distribution."""
    cdf = 1 - np.interp(np.sort(samples), time, surv)
    rank = np.arange(samples.size + 1) / samples.size
    return max(np.max(np.abs(cdf - rank[1:])), np.max(np.abs(cdf - rank[:-1])))


global_zone, ten_zones = make_zones(1), make_zones(10)
gamma = global_zone[2][0]
dense_x = np.linspace(0, 2 * cap, 20011)
for zones in (global_zone, ten_zones):
    bound = zones[2][zone_index(dense_x, zones)]
    assert np.all(total_rate(dense_x) <= bound * (1 + 1e-12))

samples = 200000
ks_limit = 2.2 / np.sqrt(samples)  # exceeded by chance about once in 10^4
flights, self_counts = first_flights(global_zone, samples)
ks_global = cdf_distance(flights, survival)
ks_zones = cdf_distance(first_flights(ten_zones, samples)[0], survival)
assert ks_global < ks_limit and ks_zones < ks_limit
self_predicted = gamma * mean_flight - 1
self_error = self_counts.std() / np.sqrt(samples)
assert abs(self_counts.mean() - self_predicted) < 5 * self_error

# A total rate that is too low must fail, and must give min(lambda, Gamma).
low_gamma = 5.0
low_zone = (np.array([0.0]), np.array([np.inf]), np.array([low_gamma]), cap)
clipped = first_flights(low_zone, samples)[0]
clipped_survival = np.exp(-cumulative_trapezoid(
    np.minimum(path_rate, low_gamma), time, initial=0))
ks_low_exact = cdf_distance(clipped, survival)
ks_low_clipped = cdf_distance(clipped, clipped_survival)
assert ks_low_exact > 0.05 and ks_low_clipped < ks_limit

# Explicit repeated convolutions over the number of self-scatterings.
s = np.linspace(0, 1.2, 1201)
ds = s[1] - s[0]
self_rate = gamma - total_rate(perp2_start + (uz_start + g * s)**2)
kernel = np.tril(np.exp(-gamma * np.abs(s[:, None] - s[None, :]))) * ds
kernel[:, 0] *= 0.5
kernel[np.arange(s.size), np.arange(s.size)] *= 0.5
kernel[0, :] = 0
term = np.exp(-gamma * s)
series = term.copy()
self_integral = cumulative_trapezoid(self_rate, s, initial=0)
poisson_error = 0.0
for n in range(1, 91):
    term = kernel @ (self_rate * term)
    series += term
    if n <= 6:
        formula = np.exp(-gamma * s) * self_integral**n / factorial(n)
        poisson_error = max(poisson_error, np.max(np.abs(term - formula)))
series_error = np.max(np.abs(series - np.interp(s, time, survival)))
assert series_error < 2e-4 and poisson_error < 2e-4

# ---------- deterministic steady state, without self-scattering ----------
# Unknown: probability of each energy just after a real collision.
h, nodes, steps, dt = 1 / 16, 256, 500, 0.006
x0 = (np.arange(nodes) + 0.5) * h
cosines, cos_weights = np.polynomial.legendre.leggauss(16)
u0 = (np.sqrt(x0)[:, None] * cosines)[:, :, None]
perp2_grid = (x0[:, None] * (1 - cosines**2))[:, :, None]
edge_t = dt * np.arange(steps + 1)
x_edge = perp2_grid + (u0 + g * edge_t)**2
uz_mid = u0 + g * (edge_t[:-1] + dt / 2)
x_mid = perp2_grid + uz_mid**2
mid_channels = channel_rates(x_mid)
rate_mid = sum(mid_channels)
surv_edge = np.ones_like(x_edge)
surv_edge[:, :, 1:] = np.exp(-np.cumsum(rate_mid * dt, axis=2))
assert surv_edge[:, :, -1].max() < 1e-6
angle = (cos_weights / 2)[None, :, None]
dwell = angle * (surv_edge[:, :, :-1] - surv_edge[:, :, 1:]) / rate_mid
transition = np.zeros(nodes * nodes)
row = np.arange(nodes)[:, None, None] * nodes
for shift, rate in zip((0, 1, -1), mid_channels):
    position = np.clip((x_mid + shift) / h - 0.5, 0, nodes - 1.000001)
    left = position.astype(int)
    part = position - left
    index = (row + left).ravel()
    mass_moved = dwell * rate
    transition += np.bincount(index, (mass_moved * (1 - part)).ravel(),
                              minlength=nodes * nodes)
    transition += np.bincount(index + 1, (mass_moved * part).ravel(),
                              minlength=nodes * nodes)
transition = transition.reshape(nodes, nodes)
system = transition.T - np.eye(nodes)
system[-1, :] = 1
rhs = np.zeros(nodes)
rhs[-1] = 1
after = np.linalg.solve(system, rhs)[:, None, None]
occupancy = after * dwell
mean_time = occupancy.sum()
occupancy /= mean_time
mean_rate = 1 / mean_time
crossing_weight = after * angle * (surv_edge[:, :, :-1] + surv_edge[:, :, 1:]) / 2
drift = np.sum(occupancy * uz_mid) * speed_unit
mean_energy = np.sum(occupancy * x_mid) * phonon_eV
mean_power = 2 * g * np.sum(occupancy * np.abs(uz_mid))
slope = a_rate / (2 * np.sqrt(x_mid)) \
    + b_rate * occupation / (2 * np.sqrt(x_mid + 1))
above = x_mid > 1
slope[above] += b_rate * (occupation + 1) / (2 * np.sqrt(x_mid[above] - 1))
slope[x_mid > cap] = 0
mean_slope = np.sum(occupancy * slope)


def predicted_waste(count):
    """Self-scatterings and edge crossings per real collision."""
    zones = make_zones(count)
    selfs = np.sum(occupancy * zones[2][zone_index(x_mid, zones)]) / mean_rate - 1
    jumps = np.abs(np.diff(zone_index(x_edge, zones), axis=2))
    return selfs, np.sum(crossing_weight * jumps)


waste = {count: predicted_waste(count) for count in range(1, 13)}
best = min(waste, key=lambda count: sum(waste[count]))
assert best > 1
break_even = (waste[1][0] - waste[best][0]) / waste[best][1]

# Narrow-zone laws, then their optimum for cheap crossings.
fine = 1000
fine_width = cap / fine
fine_self, fine_cross = predicted_waste(fine)
ratio_self = fine_self / (fine_width * mean_slope / (2 * mean_rate))
ratio_cross = fine_cross / (mean_power / (fine_width * mean_rate))
assert abs(ratio_self - 1) < 0.04 and abs(ratio_cross - 1) < 0.02
cheap = 0.01
width_opt = np.sqrt(2 * cheap * mean_power / mean_slope)
waste_opt = np.sqrt(2 * cheap * mean_power * mean_slope) / mean_rate
scan = {}
for factor in (0.5, 0.7, 0.85, 1.0, 1.2, 1.5, 2.0):
    count = int(round(factor * cap / width_opt))
    selfs, crossings = predicted_waste(count)
    scan[count] = selfs + cheap * crossings
scan_best = min(scan, key=scan.get)
assert abs(scan[scan_best] / waste_opt - 1) < 0.10
assert scan_best not in (min(scan), max(scan))


# ---------- Monte Carlo event counts ----------
def steady_run(count, burn, measure, particles=20000):
    zones = make_zones(count)
    x = rng.exponential(1.5, particles)
    c = rng.uniform(-1, 1, particles)
    perp2, uz = x * (1 - c**2), np.sqrt(x) * c
    zone = zone_index(x, zones)
    n_self = n_cross = n_real = 0
    total_time = path = 0.0
    for event in range(burn + measure):
        step, uz_new, zone, crossed, real = next_event(perp2, uz, zone, zones, rng)
        if event >= burn:
            n_real += real.sum()
            n_cross += crossed.sum()
            n_self += (~real & ~crossed).sum()
            total_time += step.sum()
            path += np.sum(step * (uz + uz_new) / 2)
        uz = uz_new
        hit = np.flatnonzero(real)
        x = perp2[hit] + uz[hit]**2
        acoustic, absorb, emit = channel_rates(x)
        pick = rng.random(hit.size) * (acoustic + absorb + emit)
        x = x + np.where(pick < acoustic, 0,
                         np.where(pick < acoustic + absorb, 1, -1))
        x = np.maximum(x, 0)
        c = rng.uniform(-1, 1, hit.size)
        perp2[hit], uz[hit] = x * (1 - c**2), np.sqrt(x) * c
        zone[hit] = zone_index(x, zones)
    return (n_self / n_real, n_cross / n_real, n_real / total_time,
            path / total_time * speed_unit)


mc_global = steady_run(1, 350, 350)
mc_best = steady_run(best, 200, 300)
for count, result in ((1, mc_global), (best, mc_best)):
    assert abs(result[0] / waste[count][0] - 1) < 0.015
    assert abs(result[1] - waste[count][1]) < 0.02 * max(waste[count][1], 0.1)
    assert abs(result[2] / mean_rate - 1) < 0.01
    assert abs(result[3] / drift - 1) < 0.02

print(f"mass {mass_ratio} m_e; field {field:.1e} V/m; lattice {temperature:.0f} K")
print(f"phonon energy {phonon_eV} eV; rate cap energy {cap_eV} eV")
print(f"acoustic prefactor {a_rate} /ps; optical prefactor {b_rate} /ps")
print(f"phonon occupation {occupation:.4f}; g = {g:.4f} /ps")
print(f"speed unit {speed_unit:.4e} m/s; constant Gamma {gamma:.3f} /ps")
print(f"single flight: start {x_start*phonon_eV:.3f} eV, cosine {cos_start}")
print(f"  lowest energy on path {perp2_start*phonon_eV:.4f} eV")
print(f"  real rate at start {path_rate[0]:.3f} /ps")
print(f"  mean flight time {mean_flight:.5f} ps")
for moment in (0.1, 0.2, 0.4):
    exact_s = np.interp(moment, time, survival)
    print(f"  survival at {moment} ps: exact {exact_s:.4f}, "
          f"sampled {np.mean(flights > moment):.4f}")
print(f"  self-scatterings: predicted {self_predicted:.4f}, "
      f"counted {self_counts.mean():.4f} +- {self_error:.4f}")
print(f"  flights sampled {samples}; CDF distance limit {ks_limit:.5f}")
print(f"  CDF distance: constant {ks_global:.5f}, ten zones {ks_zones:.5f}")
print(f"  convolution series error {series_error:.1e}; "
      f"Poisson terms error {poisson_error:.1e}")
print(f"  too-low Gamma {low_gamma} /ps: distance to exact {ks_low_exact:.4f}, "
      f"to clipped law {ks_low_clipped:.5f}")
print(f"steady state: mean real rate {mean_rate:.4f} /ps")
print(f"  mean energy {mean_energy:.4f} eV; drift velocity {drift:.4e} m/s")
print(f"  time fraction above {cap_eV/2} eV: "
      f"{occupancy[x_mid > cap/2].sum():.2e}")
print(f"  time fraction above {cap_eV} eV: {occupancy[x_mid > cap].sum():.2e}")
print(f"  mean |dE/dt| {mean_power*phonon_eV:.4f} eV/ps; "
      f"mean slope {mean_slope/phonon_eV:.2f} /(ps eV)")
print("per real collision: zones, self-scatterings, crossings, sum")
for count, (selfs, crossings) in waste.items():
    print(f"  {count:2d}  {selfs:.3f}  {crossings:.3f}  {selfs+crossings:.3f}")
print(f"best zone number at equal cost {best}; width {cap_eV/best:.4f} eV")
print(f"wasted fraction of events: constant {waste[1][0]/(1+waste[1][0]):.4f}, "
      f"best {sum(waste[best])/(1+sum(waste[best])):.4f}")
print(f"total events ratio constant/best "
      f"{(1+waste[1][0])/(1+sum(waste[best])):.3f}")
print(f"break-even crossing cost {break_even:.3f} self-scatterings")
for name, result in (("constant", mc_global), ("best zones", mc_best)):
    print(f"MC {name}: self {result[0]:.3f}, crossings {result[1]:.3f}, "
          f"rate {result[2]:.4f} /ps, drift {result[3]:.4e} m/s")
print(f"narrow zones ({fine}): actual/law self {ratio_self:.4f}, "
      f"crossings {ratio_cross:.4f}")
print(f"crossing cost {cheap}: law width {width_opt*phonon_eV:.5f} eV, "
      f"waste {waste_opt:.4f}")
print(f"  scan best {scan_best} zones, waste {scan[scan_best]:.4f}")
print("every check passed")
```

Running it gives:

```
mass 0.25 m_e; field 1.0e+06 V/m; lattice 300 K
phonon energy 0.05 eV; rate cap energy 0.5 eV
acoustic prefactor 2.0 /ps; optical prefactor 4.0 /ps
phonon occupation 0.1690; g = 2.6524 /ps
speed unit 2.6524e+05 m/s; constant Gamma 22.594 /ps
single flight: start 0.100 eV, cosine -0.8
  lowest energy on path 0.0360 eV
  real rate at start 8.675 /ps
  mean flight time 0.18074 ps
  survival at 0.1 ps: exact 0.4634, sampled 0.4639
  survival at 0.2 ps: exact 0.2645, sampled 0.2663
  survival at 0.4 ps: exact 0.1485, sampled 0.1508
  self-scatterings: predicted 3.0837, counted 3.1166 +- 0.0101
  flights sampled 200000; CDF distance limit 0.00492
  CDF distance: constant 0.00262, ten zones 0.00212
  convolution series error 3.4e-05; Poisson terms error 5.3e-06
  too-low Gamma 5.0 /ps: distance to exact 0.1428, to clipped law 0.00124
steady state: mean real rate 6.1205 /ps
  mean energy 0.0772 eV; drift velocity 8.5289e+04 m/s
  time fraction above 0.25 eV: 1.71e-02
  time fraction above 0.5 eV: 1.32e-04
  mean |dE/dt| 0.1714 eV/ps; mean slope 69.75 /(ps eV)
per real collision: zones, self-scatterings, crossings, sum
   1  2.692  0.000  2.692
   2  1.549  0.018  1.567
   3  1.076  0.073  1.149
   4  0.823  0.141  0.964
   5  0.664  0.212  0.877
   6  0.553  0.282  0.835
   7  0.469  0.348  0.816
   8  0.399  0.411  0.810
   9  0.335  0.475  0.810
  10  0.230  0.532  0.762
  11  0.232  0.591  0.824
  12  0.231  0.645  0.876
best zone number at equal cost 10; width 0.0500 eV
wasted fraction of events: constant 0.7291, best 0.4323
total events ratio constant/best 2.096
break-even crossing cost 4.630 self-scatterings
MC constant: self 2.685, crossings 0.000, rate 6.1350 /ps, drift 8.5361e+04 m/s
MC best zones: self 0.230, crossings 0.534, rate 6.1226 /ps, drift 8.5408e+04 m/s
narrow zones (1000): actual/law self 0.9700, crossings 0.9998
crossing cost 0.01: law width 0.00701 eV, waste 0.0799
  scan best 71 zones, waste 0.0776
every check passed
```
